# A ceiling on near-field radiative conductance from a lateral wavevector cap

## Problem

Two flat bodies near 300 K face each other across a lossless gap of width $d$. Suppose that radiation can use only lateral wavevectors $|\mathbf k|\le k_c=\pi/a$, with $a=0.5$ nm.

1. How large can the radiative conductance per area be for one polarisation?
2. How does the answer change for a square set of wavevectors, or for a large temperature difference?
3. How close do two doped silicon plates come at a gap of 10 nm?

The bodies are passive, nonmagnetic, isotropic and laterally uniform, each in equilibrium at its own temperature. The s and p waves then do not mix. The cap is an assumption: it imitates the shortest wavelength that an atomic lattice can carry.

## Solution

### Transmission of one mode

Fields vary as $e^{ikx-i\omega t}$. In a medium of relative permittivity $\varepsilon$ the normal wavevector is $q=\sqrt{\varepsilon\omega^2/c^2-k^2}$, with $\mathrm{Im}\,q>0$ in a lossy body. Let $Z=E_t/H_t$ be the ratio of tangential fields of a wave moving away from body 1, with the sign of $H_t$ chosen so that $\mathrm{Re}(E_tH_t^*)$ is the power flowing that way. Maxwell's equations give

$$Z^{(s)}=\frac{\omega\mu_0}{q},\qquad Z^{(p)}=\frac{q}{\omega\varepsilon_0\varepsilon}.$$

Body 1 has impedance $Z_1$. Looking out from its surface, it sees the gap backed by body 2, with impedance $Z_{in}$.

Heat leaves body 1 because its thermal currents radiate. The fluctuation-dissipation theorem gives a sheet of thickness $ds$ at depth $s$ the mean square current $4\Theta\sigma\,ds\,d\omega/2\pi$ for each lateral mode and direction. Here $\sigma=\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon_1$ and $\Theta=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$. The zero-point part cancels in the net exchange.

**s waves.** A sheet current $J$ obeys $E''+q_1^2E=-i\omega\mu_0J\,\delta(z+s)$. The jump in slope fixes the wave reaching the surface as $E_{inc}=-\tfrac12Z_1Je^{iq_1s}$. Reflection there multiplies it by $2Z_{in}/(Z_1+Z_{in})$, and division by $Z_{in}$ gives

$$H_t=-\frac{Z_1Je^{iq_1s}}{Z_1+Z_{in}}.$$

The outgoing power is $\mathrm{Re}Z_{in}|H_t|^2$. Since $\int_0^\infty e^{-2s\,\mathrm{Im}q_1}ds=1/(2\,\mathrm{Im}q_1)$, the sum over depth contains $|Z_1|^2\sigma/(2\,\mathrm{Im}q_1)$. The imaginary part of $q_1^2$ gives $2\,\mathrm{Re}q_1\,\mathrm{Im}q_1=\omega\mu_0\sigma$, so this factor is $\omega\mu_0\mathrm{Re}q_1/|q_1|^2=\mathrm{Re}Z_1$.

**p waves.** Now $H''+q_1^2H=-\partial_zj_x+ikj_z$. The two independent current components launch amplitudes $-J_x/2$ and $kJ_z/(2q_1)$, apart from the common factor $e^{iq_1s}$. The surface multiplies $H$ by $2Z_1/(Z_1+Z_{in})$. The depth factor is therefore

$$\frac{|Z_1|^2\sigma}{2\,\mathrm{Im}q_1}\left(1+\frac{k^2}{|q_1|^2}\right)
=\frac{(|q_1|^2+k^2)\,\mathrm{Im}\varepsilon_1}{2\omega\varepsilon_0|\varepsilon_1|^2\,\mathrm{Im}q_1}.$$

Insert $\varepsilon_1=(k^2+q_1^2)c^2/\omega^2$. Then $\mathrm{Im}\varepsilon_1=2\,\mathrm{Re}q_1\mathrm{Im}q_1\,c^2/\omega^2$ and $\mathrm{Re}(q_1\varepsilon_1^*)=\mathrm{Re}q_1(k^2+|q_1|^2)c^2/\omega^2$. The factor is again $\mathrm{Re}Z_1$.

The power sent to body 2 in one mode is thus $\Theta\,\tau\,d\omega/2\pi$, with

$$\tau=\frac{4\,\mathrm{Re}Z_1\,\mathrm{Re}Z_{in}}{|Z_1+Z_{in}|^2}.$$

Both real parts are positive, because both bodies absorb. Hence $|Z_1+Z_{in}|^2\ge(\mathrm{Re}Z_1+\mathrm{Re}Z_{in})^2\ge4\,\mathrm{Re}Z_1\mathrm{Re}Z_{in}$, and $0\le\tau\le1$.

A local $\varepsilon$ is doubtful at wavelengths near atomic size. The inequality does not depend on it: the fluctuation-dissipation theorem can be applied directly to the surface impedance of a linear body in equilibrium, and gives the same $\tau$.

### The ceiling

At equal temperatures the net flow in each mode must vanish, so the reverse flow has the same $\tau$. The conductance per area and polarisation is

$$h=\int_0^\infty\frac{d\omega}{2\pi}\frac{\partial\Theta}{\partial T}\int\frac{d^2k}{(2\pi)^2}\,\tau .$$

Set $\tau=1$ for $k\le k_c$. The lateral integral is the mode density $\pi k_c^2/(2\pi)^2=k_c^2/4\pi$. In the frequency integral put $x=\hbar\omega/k_BT$ and integrate by parts:

$$\int_0^\infty\frac{d\omega}{2\pi}\frac{\partial\Theta}{\partial T}
=\frac{k_B^2T}{2\pi\hbar}\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx
=\frac{k_B^2T}{2\pi\hbar}\,2\int_0^\infty\frac{x\,dx}{e^x-1}.$$

Expanding $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ turns the last integral into $\sum1/n^2=\pi^2/6$. Therefore

$$h\le h_{max}=\frac{\pi k_B^2T}{6\hbar}\,\frac{k_c^2}{4\pi}=\frac{\pi^2k_B^2T}{24\hbar a^2}.$$

At 300 K each mode carries at most 283.9 pW/K, and the cap admits 3.142 modes per nm². Their product is

$$h_{max}=(283.9\times10^{-12})(3.142\times10^{18})\ \mathrm{W/m^2K}=0.892\ \mathrm{GW/m^2K}.$$

Two polarisations allow 1.784 GW/m²K. The gap width has dropped out because perfect transmission was assumed at every gap. Half of the thermal weight lies below 46 meV and 90% below 119 meV, so perfect transmission confined to energies below 46 meV would halve the ceiling.

The far-field limit checks the prefactor. If $\tau=1$ only for $k<\omega/c$, the mode density is $\omega^2/4\pi c^2$. With $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$, two polarisations carry a one-way flux $\pi^2k_B^4T^4/(60\hbar^3c^2)=\sigma_{SB}T^4$, the blackbody law. Its conductance is $4\sigma_{SB}T^3=6.12$ W/m²K at 300 K.

### Square zone and large temperature difference

A square lattice of spacing $a$ has a zone of side $2\pi/a$, whose corners lie outside the disc. Its mode density is $(2\pi/a)^2/(2\pi)^2=1/a^2$, larger than $\pi/4a^2$ by $4/\pi$. The ceiling becomes 1.136 GW/m²K per polarisation. The value 0.892 is thus a bound for the disc, not for the full square zone. Neither number bounds a real lattice. A lattice is not laterally uniform, and its near field also contains wavevectors $\mathbf k+\mathbf G$ outside the zone, so one zone point can carry more than one p-type channel. Two facing square lattices of point dipoles reach a summed transmission of 2 at the zone corner at a matched frequency. Both scale as $1/a^2$, so the choice of cap matters more than the second digit.

For bodies at $T_1$ and $T_2$, integrating the conductance of the disc over temperature gives the largest flux

$$Q_{max}=\frac{\pi^2k_B^2}{48\hbar a^2}(T_1^2-T_2^2)
=h_{max}\!\left(\frac{T_1+T_2}{2}\right)(T_1-T_2).$$

No small difference is needed. Between 400 K and 200 K it is $0.892\times200=178.4$ GW/m² per polarisation.

### Why matching fails

Beyond the light cone the gap has $q_0=i\kappa$, with $\kappa=\sqrt{k^2-\omega^2/c^2}$, and $Z_0=iX$ with $X$ real. Let $\rho_j=(Z_j-Z_0)/(Z_j+Z_0)$ and define $A=\rho_1e^{-\kappa d}$, $B=\rho_2e^{-\kappa d}$. Then

$$Z_1=iX\frac{1+\rho_1}{1-\rho_1},\qquad Z_{in}=iX\frac{1+\rho_2e^{-2\kappa d}}{1-\rho_2e^{-2\kappa d}}.$$

Their real parts are $-2X\,\mathrm{Im}\rho_1/|1-\rho_1|^2$ and $-2Xe^{-2\kappa d}\mathrm{Im}\rho_2/|1-\rho_2e^{-2\kappa d}|^2$. Their sum is $2iX(1-AB)$ divided by the product of the two denominators in $Z_1$ and $Z_{in}$. Hence

$$\tau=\frac{4\,\mathrm{Im}A\,\mathrm{Im}B}{|1-AB|^2},\qquad
1-\tau=\frac{|1-AB^*|^2}{|1-AB|^2}.$$

The second form follows from $\mathrm{Re}(AB)+2\,\mathrm{Im}A\,\mathrm{Im}B=\mathrm{Re}(AB^*)$. Perfect transmission requires $AB^*=1$, which for equal absorbing bodies means $|\rho|=e^{\kappa d}$. At the cap and a 1 nm gap this is $|\rho|=535$.

As $\omega\to0$ in ordinary dielectrics and resistive conductors, $|\rho|$ tends to a limit no greater than 1 for p waves, and $\rho\to0$ for s waves. Matching therefore fails over some low-frequency band for any $k>0$ and $d>0$. Such bodies stay strictly below the ceiling.

### Silicon plates

Take n-type silicon with rough values: $n=10^{19}$ cm⁻³, mobility $\mu=120$ cm²/Vs, $\varepsilon_\infty=11.7$, and valley masses 0.92 and 0.19 electron masses. Averaging inverse masses over the cubic valleys gives $m_c=3/(1/0.92+2/0.19)=0.258$ electron masses. The free-carrier (Drude) permittivity is

$$\varepsilon=\varepsilon_\infty-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\quad
\omega_p^2=\frac{ne^2}{\varepsilon_0m_c},\quad \gamma=\frac{e}{\mu m_c}.$$

Without damping, the surface mode $\varepsilon=-1$ lies at $\hbar\omega_p/\sqrt{\varepsilon_\infty+1}=65$ meV, well inside the thermal range. The damping energy $\hbar\gamma=37$ meV makes it broad.

When retardation is negligible, $\kappa=k$ and p waves have $\rho^2=r^2$, with $r=(\varepsilon-1)/(\varepsilon+1)$. The largest $|r|$ is 1.043, so matching reaches only $kd=\ln1.043\approx0.042$. With retardation the reach at a 10 nm gap is $\kappa d\approx0.045$. At larger $k$ the transmission is partial. With $y=2kd$ and $z=r^2$, the mode integral, extended to infinite $k$, is

$$\int_0^\infty\frac{k\,dk}{2\pi}\tau
=\frac{(\mathrm{Im}r)^2}{2\pi d^2}\int_0^\infty\frac{y e^{-y}dy}{|1-ze^{-y}|^2}
=\frac{(\mathrm{Im}r)^2}{2\pi d^2}\frac{\mathrm{Im}\,\mathrm{Li}_2(z)}{\mathrm{Im}z}.$$

The last step uses $\mathrm{Im}[ze^{-y}/(1-ze^{-y})]=\mathrm{Im}z\,e^{-y}/|1-ze^{-y}|^2$ and $\mathrm{Li}_2(z)=\int_0^\infty y\,ze^{-y}/(1-ze^{-y})\,dy$. The conductance grows as $1/d^2$. Its frequency integral gives $1.313\times10^4$ W/m²K at 10 nm; the retarded calculation gives $1.316\times10^4$.

| Case at 300 K | $h$ (W/m²K) |
|---|---:|
| Disc ceiling, one polarisation | $8.9\times10^8$ |
| Square-zone ceiling, one polarisation | $1.14\times10^9$ |
| Blackbodies, both polarisations | 6.1 |
| Silicon, 10 nm, p waves | $1.3\times10^4$ |
| Silicon, 10 nm, s waves | 22 |
| Silicon, 1 nm, p waves, local model | $1.3\times10^6$ |

The silicon rows count evanescent waves and all use the local permittivity. At 10 nm the p conductance is $1.5\times10^{-5}$ of the one-polarisation ceiling, though about two thousand times the blackbody value.

### Reading the numbers for a chip

With a rough bulk silicon conductivity of 150 W/mK, the one-polarisation ceiling has the thermal resistance of 168 nm of silicon with that bulk value. A real film this thin conducts less, because its surfaces scatter phonons, so the equivalent film would be thinner. The modelled 10 nm gap has that of $150/(1.316\times10^4)$ m, about 11 mm. In this model it is a poor heat path compared with solid silicon.

A real gap may contain gas. For free molecular flight with full energy exchange at the walls, each nitrogen molecule carries $2k_BT$ of translational and $k_BT$ of rotational energy, so $h_{gas}=3k_Bp/\sqrt{2\pi mk_BT}$. At 760 Torr this is $1.2\times10^5$ W/m²K, nine times the 10 nm radiative value. Because $h_{gas}\propto p$, it falls to 1% of the 10 nm radiative value near 0.8 Torr.

Halving or doubling the mobility, with the other inputs fixed, changes the 10 nm result to $0.75\times10^4$ or $2.1\times10^4$ W/m²K. At 400 K with fixed material parameters it is $1.6\times10^4$. Native oxide, roughness and lattice absorption are left out, and their effect is not estimated here.

The local permittivity has its own limit. Carriers travel about 2.4 nm per radian of the surface mode, and the screening length is 1.4 nm. Carrier degeneracy raises the mean energy behind the first length by only 6%. Wavevectors above $1/(2.4\ \mathrm{nm})$ supply 0.13% of the p conductance at 10 nm but 59% at 1 nm, so the 1 nm entry is an extrapolation. These shares are not error estimates, because screening also acts at smaller wavevectors. A simple hydrodynamic model of the carriers, with a pressure term between the value set by the screening length and three times that value, lowers the 10 nm result by about 19–29% and the 1 nm result by a factor of about 4 to 6.5.

Electron tunnelling at 1 nm can be bounded for a rough rectangular barrier of height $\phi=4$ eV. A fully open electron mode of one spin carries the same 283.9 pW/K as a perfectly transmitted photon mode. The barrier multiplies this by at most about $4e^{-2\kappa_ed}$, with $\kappa_e=\sqrt{2m_e\phi}/\hbar=10.25$ nm⁻¹. With two spins and every capped mode available, the result is at most about $2h_{max}\times4e^{-2\kappa_ed}=9$ W/m²K. This holds only for the rectangular barrier. Image forces lower and narrow the barrier at 1 nm. If every capped mode is still taken as open, as in a metal, rough estimates then range from about $5\times10^2$ to $2\times10^4$ W/m²K, depending on the surface response, the prefactor and the treatment of lateral momentum, so 9 W/m²K is no bound for a real gap. Silicon at $10^{19}$ cm⁻³ has far fewer open modes. For (100) faces a generous count gives about 1% of the all-mode value, roughly 20 to 90 W/m²K with image forces. Phonons crossing the gap are not included. At contact, electrons and phonons can carry heat directly, and the radiative ceiling does not limit the total conductance.

## Numbers as computed

```
Temperature: 300 K
Cap length a: 0.5 nm
Wavevector cap: 6.283 1/nm
Lateral mode density, formula: 3.142 1/nm2
Lateral mode density, counted: 3.1414 1/nm2
Thermal conductance per mode: 283.9 pW/K
CEILING per polarisation: 0.892 GW/m2K
Ceiling, two polarisations: 1.784 GW/m2K
Ceiling for full square zone, per pol.: 1.136 GW/m2K
Ceiling at 400 K, per pol.: 1.189 GW/m2K
Maximum flux 400 K to 200 K, per pol.: 178.4 GW/m2
Half of thermal weight lies below: 46.28 meV
90% of thermal weight lies below: 118.8 meV
Blackbody conductance, both pol.: 6.124 W/m2K
Worst relative error, source test: 2.1e-06
|r| needed at cap, 1 nm gap: 535.5
Si conductivity, rough input: 150 W/mK
Si thickness equal to ceiling (one pol.): 168.2 nm
Si carrier density, rough input: 1e+19 1/cm3
Si mobility, rough input: 120 cm2/Vs
Si background permittivity, rough input: 11.7
Si longitudinal mass, rough input: 0.92 m_e
Si transverse mass, rough input: 0.19 m_e
Si conductivity mass: 0.2583 m_e
Si surface-mode energy, undamped: 64.83 meV
Si damping energy: 37.35 meV
Si largest |r|, static limit: 1.043
Perfect matching reaches k*d: 0.04249
Si p conductance, 10 nm: 1.316e+04 W/m2K
Same, dilogarithm without retardation: 1.313e+04 W/m2K
Si s conductance, 10 nm: 21.7 W/m2K
p conductance / ceiling, 10 nm: 1.476e-05
Si p conductance, 1 nm, local model: 1.313e+06 W/m2K
p conductance / ceiling, 1 nm: 1.472e-03
Si p, 10 nm, mobility halved: 7501 W/m2K
Si p, 10 nm, mobility doubled: 2.121e+04 W/m2K
Si p, 10 nm, at 400 K: 1.573e+04 W/m2K
Fermi level above band edge: -22.78 meV
Mean carrier energy / (3/2 kB T): 1.064
Screening length: 1.373 nm
Carrier travel per radian: 2.407 nm
Share beyond inverse longer length, 10 nm: 0.127 %
Share beyond inverse longer length, 1 nm: 59.2 %
Nitrogen conductance at 760 Torr: 1.206e+05 W/m2K
Tunnel barrier, rough input: 4 eV
Electron tunnelling, 1 nm, generous: 9 W/m2K
```
